**Two-pulse polarization echo of tunnelling dipoles**

For short pulses of areas θ₁ and θ₂ separated by τ, the mean transverse Bloch vector at time t after the second pulse is −i w₀ sin θ₁ sin²(θ₂/2) G(t − τ). Here w₀ is the thermal inversion and G is the Fourier transform of the distribution of detunings. The formula holds for t around τ, when the direct signals of both pulses have died. The program asserts this formula for four pairs of pulse areas at three times each, against sums of rotations that are themselves compared with the Schrödinger propagator. It also asserts the echo delay for finite pulses, the best equal area of 120°, and agreement with a dipole driven by the full oscillating field in the well basis. Further assertions show that the echo is lost when the second pulse is omitted or the splittings are reshuffled between the waits; the reshuffled sample of 20000 dipoles leaves 0.015, against 0.822 with fixed splittings. The output follows three Bloch vectors that fan out and meet again at 90°. For a model glass with a flat spread and random orientations it gives an echo polarization of 3.6 × 10⁻¹⁰ µC/cm² before relaxation, and it lists the sizes of the neglected effects.

## Verification by program

```python
"""Two-pulse polarization echo of tunnelling dipoles with scattered splittings.

Result under test: for short pulses of areas theta1, theta2 separated by tau,
the mean transverse Bloch vector at time t after the second pulse is
  <S+> = -i w0 sin(theta1) sin(theta2/2)^2 G(t - tau),
with S+ = Sx + i Sy in the frame rotating at the carrier frequency omega,
w0 = -tanh(E/2kT) the thermal inversion, delta = E/hbar - omega the detuning,
and G the Fourier transform of the distribution of delta.
H = (hbar/2) W.sigma gives dS/dt = W x S; a pulse has W = (-rabi, 0, delta).
Times are in microseconds, angular frequencies in rad/us, frequencies in MHz.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm

# ---------- model parameters (rough regime of hydroxyl-bearing silica) ----------
nu0 = 1000.0              # splitting / h, MHz
temperature = 0.020       # K
tunnel_ratio = 0.8        # Delta0 / E
dipole_enm = 0.05         # dipole in one well, e nm
t1, t2, gap = 0.1, 0.2, 3.0   # pulse lengths and free time between them, us
spread = 0.3              # standard deviation of the narrow group, MHz
density_per_mhz = 5e11    # dipoles per cm^3 and per MHz of splitting
T2 = 15.0                 # transverse decay time, us (rough input)
permittivity = 3.8        # relative, rough for silica

omega = 2 * np.pi * nu0
dipole = dipole_enm * sc.e * 1e-9
rabi = (np.pi / 2) / t1
field = sc.hbar * rabi * 1e6 / (dipole * tunnel_ratio)      # V/m
w0 = -np.tanh(sc.h * nu0 * 1e6 / (2 * sc.k * temperature))


def turn(S, wx, wz, t):
    """Rotate Bloch vectors about (wx, 0, wz) for a time t."""
    Sx, Sy, Sz = S
    w = np.hypot(wx, wz) + 1e-300
    nx, nz = wx / w, wz / w
    c, s = np.cos(w * t), np.sin(w * t)
    along = (nx * Sx + nz * Sz) * (1 - c)
    return (Sx * c - nz * Sy * s + nx * along,
            Sy * c + (nz * Sx - nx * Sz) * s,
            Sz * c + nx * Sy * s + nz * along)


def after_two_pulses(delta, rabi1, length1, rabi2, length2):
    """S+ just after the second pulse, starting from thermal equilibrium."""
    S = turn((0.0, 0.0, w0), -rabi1, delta, length1)
    S = turn(S, 0.0, delta, gap)
    S = turn(S, -rabi2, delta, length2)
    return S[0] + 1j * S[1]


def mean_signal(times, delta, weight, splus):
    return np.exp(1j * np.outer(times, delta)) @ (weight * splus)


# ---------- rotation against the Schroedinger propagator ----------
rng = np.random.default_rng(1)
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])


def bloch(psi):
    return np.array([np.vdot(psi, m @ psi).real for m in (sx, sy, sz)])


for _ in range(5):
    psi = rng.normal(size=2) + 1j * rng.normal(size=2)
    psi /= np.linalg.norm(psi)
    wx, wz, t = rng.normal(size=3)
    later = expm(-0.5j * t * (wx * sx + wz * sz)) @ psi
    assert np.allclose(bloch(later), turn(bloch(psi), wx, wz, t), atol=1e-12)
    # the second pulse splits S+ into a kept, a conjugated and a fresh part
    area = rng.uniform(0.3, 3.0)
    a = bloch(psi)
    b = bloch(expm(0.5j * area * sx) @ psi)
    p0 = a[0] + 1j * a[1]
    split = (np.cos(area / 2)**2 * p0 + np.sin(area / 2)**2 * np.conj(p0)
             + 1j * np.sin(area) * a[2])
    assert abs(b[0] + 1j * b[1] - split) < 1e-12

# ---------- short pulses: echo formula at several areas and times ----------
grid = np.linspace(-5, 5, 101)
delta = 2 * np.pi * spread * grid
weight = np.exp(-grid**2 / 2)
weight /= weight.sum()
sigma = 2 * np.pi * spread
short = 1e-4
times = gap + np.array([-0.3, 0.0, 0.4])
formula_error = 0.0
for a1, a2 in [(np.pi/2, np.pi), (np.pi/2, np.pi/2), (2.1, 2.1), (1.0, 2.5)]:
    sp = after_two_pulses(delta, a1 / short, short, a2 / short, short)
    computed = mean_signal(times, delta, weight, sp)
    formula = (-1j * w0 * np.sin(a1) * np.sin(a2 / 2)**2
               * np.exp(-(sigma * (times - gap))**2 / 2))
    formula_error = max(formula_error, np.max(abs(computed - formula)))
assert formula_error < 1e-3     # pulses still last 1e-4 us

# best area when both pulses are equal
degrees = np.arange(60, 181)
heights = []
for d in degrees:
    r = np.radians(d) / short
    sp = after_two_pulses(delta, r, short, r, short)
    heights.append(abs(mean_signal([gap], delta, weight, sp)[0]))
best_equal = degrees[int(np.argmax(heights))]
best_equal_height = max(heights) / abs(w0)
assert abs(best_equal - 120) <= 1

# ---------- three Bloch vectors followed through the sequence ----------
three = np.array([-0.1, 0.05, 0.2])
d3 = 2 * np.pi * three
stages = [turn((0.0, 0.0, w0), -np.pi / 2 / short, d3, short)]
stages.append(turn(stages[-1], 0.0, d3, gap))
stages.append(turn(stages[-1], -np.pi / short, d3, short))
stages.append(turn(stages[-1], 0.0, d3, gap))
angles = [np.degrees(np.arctan2(S[1], S[0])) for S in stages]
assert np.allclose(angles[3], 90.0, atol=0.1)

# ---------- finite pulses: delay of the echo ----------
for a1 in (np.pi / 3, np.pi / 2):
    sp = after_two_pulses(delta, rabi, a1 / rabi, rabi, t2)
    fine = gap + np.arange(-0.05, 0.2, 0.0002)
    curve = abs(mean_signal(fine, delta, weight, sp))
    peak_time, peak_height = fine[np.argmax(curve)], curve.max()
    predicted_time = gap + np.tan(a1 / 2) / rabi
    assert abs(peak_time - predicted_time) < 0.001
narrow_splus = sp                # pi/2 then pi, as in the example
echo_time = predicted_time
separation = gap + (t1 + t2) / 2     # centre to centre
assert abs(peak_height - abs(w0)) < 0.03
between = abs(mean_signal([gap / 2], delta, weight, narrow_splus)[0])

# ---------- full driven dipole in the well basis, no rotating-wave step ----------
energy = omega + delta
bias_ratio = np.sqrt(1 - tunnel_ratio**2)
dt = 1 / nu0 / 40


def lab_pulse(S, start, length):
    for k in range(int(round(length / dt))):
        drive = 2 * rabi / tunnel_ratio * np.cos(omega * (start + (k + 0.5) * dt))
        S = turn(S, tunnel_ratio * energy, bias_ratio * energy - drive, dt)
    return S


one = np.ones_like(delta)
S = (w0 * tunnel_ratio * one, 0 * one, w0 * bias_ratio * one)
S = lab_pulse(S, 0.0, t1)
S = turn(S, tunnel_ratio * energy, bias_ratio * energy, gap)
S = lab_pulse(S, t1 + gap, t2)
S = turn(S, tunnel_ratio * energy, bias_ratio * energy, echo_time)
lab_plus = (tunnel_ratio * S[2] - bias_ratio * S[0]) - 1j * S[1]
lab_plus = lab_plus * np.exp(-1j * omega * (t1 + gap + t2 + echo_time))
lab_echo = np.sum(weight * lab_plus)
rot_echo = mean_signal([echo_time], delta, weight, narrow_splus)[0]
assert abs(lab_echo - rot_echo) < 0.01     # dropped terms are of order rabi/omega

# ---------- the cause: fixed splittings and a second pulse ----------
random_delta = sigma * rng.normal(size=20000)
sp = after_two_pulses(random_delta, rabi, t1, rabi, t2)
frozen = abs(np.mean(sp * np.exp(1j * random_delta * echo_time)))
shuffled_delta = rng.permutation(random_delta)
reshuffled = abs(np.mean(sp * np.exp(1j * shuffled_delta * echo_time)))
assert abs(frozen - abs(rot_echo)) < 0.03 and reshuffled < 0.03  # sampling noise
S = turn((0.0, 0.0, w0), -rabi, delta, t1)
no_second = abs(mean_signal([gap + t2 + echo_time], delta, weight,
                            S[0] + 1j * S[1])[0])
assert no_second < 1e-3

# ---------- relaxation: one-phonon T1 (rough silica data) and damped Bloch ----------
rho, v_long, v_trans = 2200.0, 5800.0, 3800.0
g_long, g_trans = 1.0 * sc.e, 0.65 * sc.e
rate = ((g_long**2 / v_long**5 + 2 * g_trans**2 / v_trans**5)
        * (omega * 1e6)**3 * tunnel_ratio**2 / (2 * np.pi * rho * sc.hbar) / abs(w0))
T1 = 1e6 / rate
damped = 0.0
for d, wgt in zip(delta, weight):
    v = np.array([0.0, 0.0, w0, 1.0])
    for wx, t in ((-rabi, t1), (0.0, gap), (-rabi, t2), (0.0, echo_time)):
        M = np.array([[-1 / T2, -d, 0, 0], [d, -1 / T2, -wx, 0],
                      [0, wx, -1 / T1, w0 / T1], [0, 0, 0, 0]])
        v = expm(M * t) @ v
    damped += wgt * (v[0] + 1j * v[1])
survival = abs(damped) / abs(rot_echo)
survival_formula = np.exp(-(gap + echo_time) / T2)
assert abs(survival - survival_formula) < 0.02   # decay inside pulses left out

# ---------- glass: broad flat spread and random orientations ----------
nodes, node_w = np.polynomial.legendre.leggauss(16)
cosines, cos_w = (nodes + 1) / 2, node_w / 2


def glass_moment(d, u):
    """Orientation mean of (moment factor) * S+ for tunnel ratio u."""
    r = rabi * cosines[None, :] * u / tunnel_ratio
    sp = after_two_pulses(d[:, None], r, t1, r, t2)
    return u * (sp * cosines) @ cos_w


window = gap + np.arange(-0.6, 0.6, 0.005)
glass = {}
for cut in (20.0, 40.0):         # smooth outer limit of the flat band, MHz
    nu = np.arange(-2 * cut, 2 * cut + 0.025, 0.05)
    band = 0.05 * np.exp(-(nu / cut)**4)
    d = 2 * np.pi * nu
    glass[cut] = abs(mean_signal(window, d, band, glass_moment(d, tunnel_ratio)))
band_change = glass[40.0].max() / glass[20.0].max() - 1
assert abs(band_change) < 0.02   # far-detuned dipoles add a slowly falling tail
glass_peak = glass[40.0].max()
glass_time = window[np.argmax(glass[40.0])] + t2 / 2     # from centre of pulse 2
assert abs(glass_time - separation) < t2
polarization = dipole * density_per_mhz * 1e6 * glass_peak * 100   # uC/cm^2
plus = 0.7 * after_two_pulses(delta, 0.7 * rabi, t1, 0.7 * rabi, t2)
minus = -0.7 * after_two_pulses(delta, -0.7 * rabi, t1, -0.7 * rabi, t2)
assert np.allclose(plus, minus, atol=1e-12)     # opposite dipoles add

# spread of the tunnel ratio u with density 1/(u sqrt(1-u^2)), u = sin(phi)
phi, phi_w = (nodes + 1) * np.pi / 4, node_w * np.pi / 4
mixed = sum(w / np.sin(f) * glass_moment(d, np.sin(f)) for f, w in zip(phi, phi_w))
ratio_spread = abs(mean_signal(window, d, band, mixed)).max() / glass_peak

# ---------- other neglected effects ----------
bloch_siegert = rabi**2 / (4 * omega) / (2 * np.pi) * 1e3        # kHz
excited = density_per_mhz * rabi / (2 * np.pi)                   # cm^-3
dipolar = (dipole**2 * excited * 1e6
           / (4 * np.pi * sc.epsilon_0 * permittivity * sc.h)) / 1e3   # kHz

print(f"splitting / h                        {nu0/1000:.3f} GHz")
print(f"splitting                            {sc.h*nu0*1e6/sc.e*1e6:.3f} micro-eV")
print(f"temperature                          {temperature:.3f} K")
print(f"thermal inversion w0                 {w0:.4f}")
print(f"dipole in one well                   {dipole_enm:.3f} e nm")
print(f"tunnel ratio Delta0/E                {tunnel_ratio:.2f}")
print(f"pulse lengths                        {t1:.2f}, {t2:.2f} us")
print(f"free gap between pulses              {gap:.2f} us")
print(f"Rabi frequency / 2 pi                {rabi/(2*np.pi):.3f} MHz")
print(f"field amplitude at the dipole        {field/100:.3f} V/cm")
print(f"field amplitude at the dipole        {field*1e-8:.2e} MV/cm")
print(f"narrow group: spread (std. dev.)     {spread:.2f} MHz")
print("Bloch-vector angles in the xy plane, short pi/2 and pi pulses:")
print("  detunings (MHz)        " + " ".join(f"{x:8.2f}" for x in three))
for name, a in zip(("after pulse 1", "before pulse 2", "after pulse 2",
                    "one gap later"), angles):
    print(f"  {name:15s} (deg)  " + " ".join(f"{x:8.1f}" for x in a))
print(f"largest error of echo formula        {formula_error:.1e}")
print(f"best equal pulse area                {best_equal} deg")
print(f"echo / |w0| at best equal area       {best_equal_height:.4f}")
print("narrow group with finite pulses:")
print(f"  echo after end of pulse 2, found   {peak_time:.4f} us")
print(f"  same, gap + tan(theta1/2)/rabi     {predicted_time:.4f} us")
print(f"  echo after centre of pulse 2       {peak_time+t2/2:.4f} us")
print(f"  centre-to-centre separation        {separation:.4f} us")
print(f"  echo height |<S+>|                 {peak_height:.4f}")
print(f"  |<S+>| half a gap after pulse 2    {between:.4f}")
print(f"  height, full driven dipole         {abs(lab_echo):.4f}")
print(f"  difference from rotating frame     {abs(lab_echo-rot_echo):.1e}")
print(f"  20000 random dipoles, fixed        {frozen:.4f}")
print(f"  same, splittings reshuffled        {reshuffled:.4f}")
print(f"  without second pulse               {no_second:.1e}")
print("glass: flat spread, random orientations:")
print(f"  density of dipoles                 {density_per_mhz:.1e} cm^-3 per MHz")
print(f"  echo after centre of pulse 2       {glass_time:.3f} us")
print(f"  echo polarization amplitude        {polarization:.2e} uC/cm2")
print(f"  change on doubling the band        {100*band_change:.2f} %")
print("neglected effects:")
print(f"  one-phonon T1                      {T1:.0f} us")
print(f"  T2 (rough input)                   {T2:.0f} us")
print(f"  echo surviving decay, damped Bloch {survival:.4f}")
print(f"  same, exponential estimate         {survival_formula:.4f}")
print(f"  Bloch-Siegert shift                {bloch_siegert:.2f} kHz")
print(f"  dipolar coupling of excited ones   {dipolar:.3f} kHz")
print(f"  echo factor from spread of Delta0/E {ratio_spread:.2f}")
print("all assertions hold")
```

It prints:

```
splitting / h                        1.000 GHz
splitting                            4.136 micro-eV
temperature                          0.020 K
thermal inversion w0                 -0.8336
dipole in one well                   0.050 e nm
tunnel ratio Delta0/E                0.80
pulse lengths                        0.10, 0.20 us
free gap between pulses              3.00 us
Rabi frequency / 2 pi                2.500 MHz
field amplitude at the dipole        2.585 V/cm
field amplitude at the dipole        2.58e-06 MV/cm
narrow group: spread (std. dev.)     0.30 MHz
Bloch-vector angles in the xy plane, short pi/2 and pi pulses:
  detunings (MHz)           -0.10     0.05     0.20
  after pulse 1   (deg)     -90.0    -90.0    -90.0
  before pulse 2  (deg)     162.0    -36.0    126.0
  after pulse 2   (deg)    -162.0     36.0   -126.0
  one gap later   (deg)      90.0     90.0     90.0
largest error of echo formula        5.7e-05
best equal pulse area                120 deg
echo / |w0| at best equal area       0.6495
narrow group with finite pulses:
  echo after end of pulse 2, found   3.0636 us
  same, gap + tan(theta1/2)/rabi     3.0637 us
  echo after centre of pulse 2       3.1636 us
  centre-to-centre separation        3.1500 us
  echo height |<S+>|                 0.8218
  |<S+>| half a gap after pulse 2    0.0119
  height, full driven dipole         0.8218
  difference from rotating frame     5.0e-04
  20000 random dipoles, fixed        0.8220
  same, splittings reshuffled        0.0151
  without second pulse               2.7e-08
glass: flat spread, random orientations:
  density of dipoles                 5.0e+11 cm^-3 per MHz
  echo after centre of pulse 2       3.155 us
  echo polarization amplitude        3.61e-10 uC/cm2
  change on doubling the band        -0.04 %
neglected effects:
  one-phonon T1                      245 us
  T2 (rough input)                   15 us
  echo surviving decay, damped Bloch 0.6586
  same, exponential estimate         0.6675
  Bloch-Siegert shift                1.56 kHz
  dipolar coupling of excited ones   0.286 kHz
  echo factor from spread of Delta0/E 1.37
all assertions hold
```
